# Why correlation-consistent shells group as 1d, 2d1f, 3d2f1g

## The cost of enlarging a basis in the wrong direction

Suppose that a neon calculation has good s and p functions and one d function, and that the correlation energy is still far from converged. An obvious remedy is to add more d functions. With three of them, the frozen-core MP2 correlation energy is −253.1 mEh. Had the third d function been replaced by a first f function, it would have been −271.3 mEh. The two sets are nearly the same size, with 15 and 17 components beyond s and p, yet they differ by 18 mEh. Saturating one angular momentum before opening the next gives a series that seems to settle, but at the wrong energy.

The remedy is to add together those functions that lower the energy by comparable amounts. For neon the groups are 1d, then 1d1f, then 1d1f1g, so the accumulated sets are 1d, 2d1f and 3d2f1g. This section derives the grouping from the shape of the wavefunction where two electrons meet, and then measures it for neon.

Atomic units are used, with energies in millihartree (mEh) unless stated otherwise. A "function" means a complete set of $2l+1$ components: five for d, seven for f, nine for g. The number of radial nodes is $n_r$, and $n=n_r+l+1$. In this count the first d is 3d, the second d and first f are 4d and 4f, and the third d, second f and first g are 5d, 5f and 5g. The claim is that $n$, rather than $l$ alone, mainly sets the energy lowering.

## What the basis has to describe

Take two electrons of opposite spin in one orbital $\varphi(r)$. When they meet, the repulsion $1/r_{12}$ diverges and the kinetic energy must cancel it. In the relative coordinate the kinetic operator is $-\nabla_{12}^2$, and $\nabla_{12}^2 r_{12}=2/r_{12}$, so

$$-\nabla_{12}^2\left(\tfrac12 r_{12}\right)=-\frac{1}{r_{12}} .$$

The wavefunction near coalescence is therefore $(1+\tfrac12 r_{12})\varphi(r_1)\varphi(r_2)$. The slowly converging part of the correlation function is

$$u(\mathbf r_1,\mathbf r_2)=\tfrac12\,\varphi(r_1)\,r_{12}\,\varphi(r_2).$$

This form is right at short distance only. It should describe orbitals with short wavelengths well, and the first few less reliably.

A basis expands $u$ in products of one-electron functions. The most compact expansion uses the natural orbitals $f$ of $u$, which make it diagonal, $u=\sum c\,f(\mathbf r_1)f(\mathbf r_2)$, with

$$\int \tfrac12\varphi(r)\,|\mathbf r-\mathbf r'|\,\varphi(r')f(\mathbf r')\,d^3r'=c\,f(\mathbf r).$$

Define $h=cf/\varphi$, which equals $\tfrac12\int|\mathbf r-\mathbf r'|\varphi f\,d^3r'$. Since $\nabla^2 r_{12}=2/r_{12}$ and $\nabla^2(1/r_{12})=-4\pi\delta$, we have $\nabla^4r_{12}=-8\pi\delta$. Hence $\nabla^4h=-4\pi\varphi f$. Substituting $f=\varphi h/c$, with $c$ negative for the orbitals of interest, gives

$$\nabla^4 h=\frac{4\pi}{|c|}\,\varphi^2h .$$

## Why a node costs as much as a unit of angular momentum

If $\varphi$ varies little over one wavelength, $h$ is locally a wave with wave number $k$, and $\nabla^4$ becomes $k^4$. Therefore

$$k^2=\lambda^2\varphi(r),\qquad \lambda^4=\frac{4\pi}{|c|}.$$

A small coefficient means a large $\lambda$, that is, a short wavelength. Split $k^2$ into a radial part $p_r^2$ and an angular part $L^2/r^2$, with the usual semiclassical value $L=l+\tfrac12$. The radial phase must fit the number of nodes:

$$\frac1\pi\int\sqrt{\lambda^2\varphi-\frac{L^2}{r^2}}\;dr=N,\qquad N=n_r+\tfrac12 .$$

Put $r=e^x$, so that $dr=r\,dx$, and define $F=r^2\varphi$. The integrand becomes $\sqrt{\lambda^2F-L^2}\,dx$. For few nodes and large $l$, only the region near the maximum $F_m$ matters. Write $F\approx F_m(1-\tfrac12\kappa y^2)$, where $y$ is the distance in $x$ from the maximum and $-\kappa$ is the second derivative of $\ln F$ there. With $\Lambda=\lambda\sqrt{F_m}$ and the integral $\int\sqrt{A-By^2}\,dy=\pi A/(2\sqrt B)$ between the zeros of the root,

$$N=\frac{\Lambda^2-L^2}{2\Lambda\sqrt{\kappa/2}}\approx\frac{\Lambda-L}{\sqrt{\kappa/2}} .$$

The last step uses $\Lambda^2-L^2=(\Lambda-L)(\Lambda+L)\approx2\Lambda(\Lambda-L)$, valid when $\Lambda-L\ll L$. Thus

$$\Lambda=L+\sqrt{\kappa/2}\;N .$$

The factor $\sqrt{\kappa/2}$ is the price of a radial node in units of angular momentum.

For a 1s-like orbital, $\varphi=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}$ and $\ln F=2x-\zeta e^x+\text{const}$. The first derivative, $2-\zeta r$, vanishes at $r=2/\zeta$. The second derivative is $-\zeta r=-2$, so $\kappa=2$ and the price is one. Then

$$\Lambda=(l+\tfrac12)+(n_r+\tfrac12)=n .$$

To this order, orbitals with the same $n$ are degenerate. The coefficient follows from $|c|=4\pi/\lambda^4=4\pi F_m^2/n^4$. Since $F_m=\sqrt{\zeta^3/\pi}\,(4/\zeta^2)e^{-2}$, we have $F_m^2=16e^{-4}/(\pi\zeta)$ and

$$|c|\approx\frac{64\,e^{-4}}{\zeta n^4}.$$

Direct diagonalization of the kernel gives 1.014 times this value for the nodeless orbital with $l=12$. At $n=5$ the ratio of numerical to predicted $|c|$ runs from 0.77 for s to 1.10 for g. The degeneracy is therefore approximate.

The opposite limit, s orbitals with many nodes, shows how far it can fail. With $L=0$ the quantization integral is $(\lambda/\pi)(\zeta^3/\pi)^{1/4}(2/\zeta)\approx n$. This gives $\lambda^4=\pi^5\zeta n^4/16$ and $|c|=64/(\pi^4\zeta n^4)$, which is $(e/\pi)^4\approx0.56$ times the nodeless result.

## From coefficients to energies

At second order the correlation energy is $\langle\varphi\varphi|r_{12}^{-1}|\psi_1\rangle$, where $\psi_1$ is the first-order pair function, orthogonal to $\varphi\varphi$. The function $u$ cannot replace $\psi_1$ as a whole: it overlaps $\varphi\varphi$, and $\langle\varphi\varphi|r_{12}^{-1}|u\rangle=\tfrac12\iint\varphi^2\varphi^2=+\tfrac12$ hartree. Only its natural orbitals of short wavelength, with negative $c$, stand for those of $\psi_1$. One component of a natural orbital contributes

$$e=c\iint \varphi(r_1)f(\mathbf r_1)\frac{1}{r_{12}}\varphi(r_2)f(\mathbf r_2)\,d^3r_1d^3r_2 .$$

For a short wavelength, $1/r_{12}$ acts as its Fourier transform $4\pi/k^2$, so the integral is the average of $4\pi\varphi^2/k^2$ over the orbital. Inserting $k^2=\lambda^2\varphi$ and $\lambda^2=\sqrt{4\pi/|c|}$ gives

$$e=-\sqrt{4\pi}\,|c|^{3/2}\langle\varphi\rangle .$$

A nodeless orbital of large $l$ sits at $r=2/\zeta$, where $\varphi=\sqrt{\zeta^3/\pi}\,e^{-2}$. Then $\sqrt{4\pi}\,\langle\varphi\rangle=2\zeta^{3/2}e^{-2}$ and $|c|^{3/2}=512e^{-6}/(\zeta^{3/2}n^6)$, so

$$e\approx-\frac{1024\,e^{-8}}{n^6}\ \text{hartree}.$$

The size of the atom, through $\zeta$, has dropped out.

In the s limit, two changes nearly cancel. The orbital follows the classical motion generated by $k^2/\varphi$, whose radial velocity is $2p_r/\varphi$. Its radial density is thus proportional to $\varphi/p_r\propto\varphi^{1/2}$. Hence $\langle\varphi\rangle=\int\varphi^{3/2}dr/\int\varphi^{1/2}dr=\varphi(0)/3$, which is $e^2/3$ times the nodeless value. The factor from $|c|^{3/2}$ is $(e/\pi)^6$. Their product is $e^8/(3\pi^6)\approx1.03$. At leading order the two ends of a shell thus contribute almost equally per component, although their coefficients differ. This says nothing about the middle of the shell, which lies higher. With the diagonalized kernel at $n=12$, the energy per component is about 1.2 times the formula for s and 1.1 times for $l=11$, but 1.7 times for $l=5$.

Helium supplies a real pair for comparison. The first-order pair function, diagonalized in a large Gaussian basis with $l\le3$, gives these lowerings per component in mEh:

| $n$ | s | p | d | f | formula |
|---|---:|---:|---:|---:|---:|
| 2 | 12.26 | 5.42 | | | 5.37 |
| 3 | 1.00 | 0.70 | 0.46 | | 0.47 |
| 4 | 0.17 | 0.14 | 0.12 | 0.08 | 0.08 |

A converged radial basis moves these entries by less than 0.002 mEh (the s value at $n=2$ becomes 12.27). The shells are well separated, and the nodeless orbitals lie close to the formula. That closeness at such small $n$ is better than the derivation can promise: the cusp kernel itself gives about 3.2, 1.7 and 1.4 times the formula for the nodeless p, d and f orbitals, and approaches it only slowly with $l$. Within each shell the s orbital contributes about twice as much as the nodeless one. The leading-order result does not account for this excess, so "comparable" here means within a factor of about two.

## What changes for a 2p shell

Neon's valence pairs involve 2s and 2p electrons. A simple model of the 2p density is the spherical amplitude $\varphi\propto re^{-\zeta r}$. It omits the angular coupling of real 2p pairs, but shows the effect of an amplitude that vanishes at the nucleus and is narrower relative to its radius. Distance alone has no effect: changing $\zeta$ moves the charge but leaves $\kappa$ unchanged. Now $\ln F=3x-\zeta e^x+\text{const}$, the maximum is at $r=3/\zeta$, and $\kappa=3$. The count $n$ is replaced by

$$n_{\rm eff}=l+\tfrac12+\sqrt{\tfrac32}\,(n_r+\tfrac12).$$

A node costs about 1.22 units of angular momentum instead of one. For the first d, $n_{\rm eff}=2.5+1.225\times0.5=3.11$. The other values, with the coefficients from direct diagonalization, are:

| function | $n_{\rm eff}$ | $\lvert c\rvert$ relative to 1st d |
|---|---:|---:|
| 1st d | 3.11 | 1.00 |
| 2nd d | 4.34 | 0.21 |
| 1st f | 4.11 | 0.28 |
| 3rd d | 5.56 | 0.07 |
| 2nd f | 5.34 | 0.09 |
| 1st g | 5.11 | 0.11 |

In the coefficients the three groups survive. At these small quantum numbers the law $|c|\propto n_{\rm eff}^{-4}$ is a rough guide: it gives 0.33 for the first f, against the computed 0.28.

## How large the lowerings are in neon

Gaussian functions are not natural orbitals. A second d Gaussian supplies a radial node, but it also improves the radial shape that a single Gaussian described poorly. The grouping therefore has to be checked with Gaussian functions themselves.

The calculation is MP2 with the 1s core frozen. The s and p functions are those of cc-pVQZ, held fixed. The d functions are optimized first, for one, two and three of them. The f functions are then optimized on top of 3d, and the g function on top of 3d2f. Sets of two or three exponents are even-tempered, meaning that neighbouring exponents have a constant ratio. The Hartree–Fock energy does not change when d, f or g functions are added, because in this closed-shell atom they cannot mix into occupied s and p orbitals. Every lowering is thus correlation energy.

| added function | lowering (mEh) | per component (mEh) |
|---|---:|---:|
| 1st d | 77.1 | 15.4 |
| 2nd d | 27.3 | 5.5 |
| 1st f | 24.2 | 3.5 |
| 3rd d | 5.3 | 1.1 |
| 2nd f | 7.2 | 1.0 |
| 1st g | 9.1 | 1.0 |

The first d exceeds the largest member of the second group by a factor $77.1/27.3=2.8$. The smallest member of the second group exceeds the largest of the third by $24.16/9.12=2.65$. Inside the groups the spread is a factor of 1.1 in the second and 1.7 in the third. The gaps are wider than the spreads, and this is what justifies the grouping.

In the third group most of the spread comes from the number of components: per component, the three lowerings nearly coincide. In the second group the d function gains more per component than the f function. The repair of the first d function's radial shape may contribute to this, but the calculation does not isolate that effect.

The nodeless functions also allow a check of size. They share the same $\langle\varphi\rangle$ in the model, so $e\propto|c|^{3/2}\propto n_{\rm eff}^{-6}$ per component. From first d to first f this predicts a factor $(3.11/4.11)^6=0.19$; the table gives $3.45/15.41=0.22$. From first f to first g it predicts $(4.11/5.11)^6=0.27$; the table gives $1.01/3.45=0.29$. This closeness is partly accidental. The table includes same-spin pairs, which the model omits: they supply about 27% of the first d lowering, 15% of the first f and 7% of the first g, and the opposite-spin part alone gives ratios near 0.26 and 0.32. With the diagonalized coefficients of the model in place of $n_{\rm eff}^{-4}$, $|c|^{3/2}$ gives $0.28^{3/2}=0.15$ and $(0.1107/0.2819)^{3/2}=0.25$, so the check confirms the size only roughly.

The order of addition matters little for the first f function. It lowers the energy by 23.6 mEh on top of 2d and by 24.2 mEh on top of 3d. The accumulated sets give

- 1d: −220.4 mEh;
- 2d1f: −271.3 mEh, a further lowering of 50.9 mEh;
- 3d2f1g: −293.6 mEh, a further lowering of 22.2 mEh.

These energies are not the MP2 limit, because the s and p functions are incomplete and further d, f, g and higher functions are missing. With the s and p functions of cc-pV5Z and the same exponents, the accumulated energies fall by 2 to 3 mEh, the second d lowering becomes 27.5 mEh and the third 5.7 mEh. The other lowerings move by 0.1 mEh or less, and the gaps between groups stay at 2.8 and 2.65. The MP2 limit in turn is not the exact correlation energy, because MP2 omits higher-order correlation.

## What to do about it

**Enlarge the basis by whole groups.** After 1d, add the second d and the first f together. After 2d1f, add one d, one f and one g. Omitting the f function from the second group discards about as much energy as its d function gains. A third d function does not compensate, since it recovers only 5.3 mEh.

**Let the s and p functions grow too.** The count $n$ applies to every $l$, and in the helium table s and p contribute in each shell. In neon they were held fixed to isolate the polarization functions. A production series should improve them along with each group.

**Extrapolate from complete groups.** A shell has $\sum_{l=0}^{n-1}(2l+1)=n^2$ components. If each contributes about $n^{-6}$, the shell contributes about $n^{-4}$. In helium the full shells $n=3$ and $n=4$ contribute 5.41 and 1.76 mEh, a ratio of 3.08, against $(4/3)^4=3.16$. The shells missing beyond $n=M$ start at $M+1$ and sum to about $\int_{M+1/2}^\infty n^{-4}dn=1/[3(M+\tfrac12)^3]$, which falls as $M^{-3}$ for large $M$. In helium the missing energy times $(M+\tfrac12)^3$ stays between 147 and 157 mEh for $M=3$ to 7. With each member of a series labelled by its highest angular momentum $X$ (2 for 1d, 3 for 2d1f, 4 for 3d2f1g), the correlation energy approaches its limit as

$$E_X=E_\infty+AX^{-3}.$$

For two members $X$ and $Y$, multiplying each equation by its own cube and subtracting removes $A$:

$$E_\infty=\frac{X^3E_X-Y^3E_Y}{X^3-Y^3}.$$

For neon's series the highest function of member $X$ has $l=X$, hence $n=X+1$. With $M=X+1$, the count itself therefore suggests $(X+\tfrac32)^{-3}$. Using $X$ instead leaves the leading power unchanged, but the derivation does not single out this choice, and it changes the extrapolated energy for small sets. From the frozen-core MP2 energies of neon in cc-pVTZ and cc-pVQZ (−264.3 and −293.6 mEh), the labels $X$, $X+1$ and $X+\tfrac32$ give −314.9, −324.3 and −329.0 mEh, against a literature limit near −320 mEh, so the label suggested by the count overshoots for this pair. The largest affordable pair should therefore be used, and the label should not be carried over to other atoms without a test. The formula applies to the correlation energy alone; the derivation says nothing about the Hartree–Fock energy. It should not be applied to the neon energies above, because their s and p functions do not grow with $X$.

**Know where the argument stops.** It rests on the linear cusp of opposite-spin pairs. Same-spin electrons have a wavefunction that vanishes at coalescence, so their singularity is weaker. Correlation caused by nearly degenerate configurations is not a short-range effect and need not follow the count. In molecules, d and f functions also polarize the occupied orbitals, so their total lowering is no longer pure correlation.

The groups also merge eventually, because a function of high $l$ has many components. If all components at fixed $n$ contributed equally, a d function at $n=6$ would have weight $5/6^6$. The first i function, at $n=7$, has weight $13/7^6$. Their ratio is $(5/13)(7/6)^6\approx0.97$, so in this idealization the i function has caught up. The components are not equal, however: those of lower $l$ contribute more than the nodeless one. The same ratio is about 1.5 for the diagonalized 1s-like kernel and about 1.8 for helium, so for d functions the actual crossing comes later. Functions with fewer components are overtaken sooner: for an s function at $n=4$ against the first g at $n=5$, the idealized ratio is $(1/9)(5/4)^6\approx0.42$, and in helium it is about 0.9. The sharp grouping of whole functions belongs to the first few shells, and it ends earlier for s and p than for d.

The numerical check below gives the kernel coefficients, the helium table, the neon energies and the optimized exponents. It does not print the kernel energies per component, the ratios quoted for the merging of groups, the basis-convergence shifts, the spin shares or the extrapolated energies.

## Calculated quantities

```
KERNEL, 1s-like amplitude, zeta = 1 (dimensionless ratios)
largest error of quantization integral: 0.123 nodes
|c| numeric/formula, l=12, no node: 1.0138
|c| numeric/formula, n=5, l=0..4: 0.773 0.909 1.010 1.074 1.102
KERNEL, 2p-like amplitude: n_eff, |c| relative to 1st d
  1st d: 3.11  1.0000
  2nd d: 4.34  0.2149
  1st f: 4.11  0.2819
  3rd d: 5.56  0.0696
  2nd f: 5.34  0.0896
  1st g: 5.11  0.1107
HELIUM MP2: lowering per component (mEh), l = 0, 1, ...
  n=2: 12.2640 5.4224 ; formula 5.3674
  n=3: 0.9995 0.6996 0.4617 ; formula 0.4712
  n=4: 0.1666 0.1424 0.1175 0.0823 ; formula 0.0839
  full shells n=2,3,4 (mEh): 28.531 5.407 1.757
  shell ratio 3 to 4: 3.08 ; n^-4 law 3.16
  total MP2 correlation energy: -36.552 mEh
NEON, frozen-core MP2, s and p functions of cc-pVQZ
  Hartree-Fock energy: -128.543470 Eh
  change of HF energy by d,f,g: 8.5e-14 Eh
  correlation energy, s and p only: -143.37 mEh
  exponents 1d (bohr^-2): 2.20
  exponents 2d (bohr^-2): 1.09 4.07
  exponents 3d (bohr^-2): 0.74 2.21 6.58
  exponents 1f (bohr^-2): 2.64
  exponents 2f (bohr^-2): 1.51 4.70
  exponents 1g (bohr^-2): 3.09
  lowering by 1st d: 77.07 mEh
  lowering by 2nd d: 27.32 mEh
  lowering by 1st f: 24.16 mEh
  lowering by 3rd d: 5.29 mEh
  lowering by 2nd f: 7.22 mEh
  lowering by 1st g: 9.12 mEh
  lowering by 1st f on 2d instead of 3d: 23.56 mEh
  smallest of group 2 / largest of group 3: 2.65
  1st d / largest of group 2: 2.82
  largest/smallest inside group 2: 1.13
  largest/smallest inside group 3: 1.72
  correlation energy with 1d: -220.44 mEh
  correlation energy with 2d1f: -271.33 mEh
  correlation energy with 3d2f1g: -293.56 mEh
```
